# Early Failures of Two-Stage Gate-Stack Breakdown: Added Slopes and Gamma Prefactor, part 2

A gate stack fails at time $T=T_1+T_2$: a breakdown spot appears after $T_1$, then its leakage grows for $T_2$ until the circuit fails. The stages are independent, voltage and temperature are constant, growth starts at onset and has no minimum duration, and only the first spot is followed. For $i=1,2$, the Weibull slopes are $\beta_i$ and the scales $\eta_i$, with

$$H_i(t)=\left(\frac{t}{\eta_i}\right)^{\beta_i},\qquad F_i(t)=P(T_i\le t)=1-e^{-H_i(t)},$$

$B=\beta_1+\beta_2$ and $h_1=dH_1/dt$. The failed fraction $F(t)=P(T\le t)$ is

$$F(t)=\int_0^t h_1(s)\,e^{-H_1(s)}\left[1-e^{-H_2(t-s)}\right]ds. \tag{1}$$

In the early region, where $H_1$ and $H_2$ are both small, $F\simeq L$, with

$$L(t)=\int_0^t h_1(s)H_2(t-s)\,ds=CH_1H_2,\qquad C=J(\beta_1,\beta_2),$$

$$J(a,b)=\frac{\Gamma(a+1)\Gamma(b+1)}{\Gamma(a+b+1)} . \tag{3}$$

At every time,

$$e^{-H_1(t)}g(H_2(t))\le\frac{F(t)}{L(t)}\le1 , \tag{5}$$

where $g(x)=(1-e^{-x})/x$ decreases with $x$. For $0\le s\le t$, $H_2(t-s)\,g(H_2(t))\le F_2(t-s)\le H_2(t-s)$. The full series is

$$F(t)=\sum_{m=1}^{\infty}\sum_{n=1}^{\infty}\frac{(-1)^{m+n}}{m!\,n!}\,J(m\beta_1,n\beta_2)\,H_1^mH_2^n . \tag{7}$$

Its first corrections give the deficit $\delta=1-F/L\simeq c_1H_1+c_2H_2$, where

$$c_1=\frac{\Gamma(2\beta_1+1)\Gamma(B+1)}{2\,\Gamma(\beta_1+1)\Gamma(2\beta_1+\beta_2+1)} \tag{8}$$

and $c_2$ has the indices exchanged. The time $t_q$ at which a fraction $q$ has failed is estimated by $t_L=\eta_{\rm eff}\,q^{1/B}$, with $\eta_{\rm eff}=(\eta_1^{\beta_1}\eta_2^{\beta_2}/C)^{1/B}$, and

$$t_q=t_L(1-\delta)^{-1/B}\simeq t_L\left(1+\frac{\delta}{B}\right). \tag{10}$$

The example is a logic chip with gate area 0.1 cm² at 398 K, $\beta_1=1.2$, $\eta_1=2000$ years, $\beta_2=0.9$, $\eta_2=100$ years, so $B=2.1$ and $C=0.482$. At ten years $H_1=1.733\times10^{-3}$, $H_2=0.1259$, $c_1=0.336$, $c_2=0.319$ and $F=101$ ppm (parts per million). The 100 ppm lifetime is 9.95 years, or 0.93 years if onset counts as failure.

### Numerical evaluation

Outside the early region, (1) can be integrated directly. The onset density can diverge at $s=0$ when $\beta_1<1$, so it helps to use $p=H_1(s)/H_1(t)$ as the variable. Then $s=t\,p^{1/\beta_1}$ and $h_1(s)\,ds=H_1(t)\,dp$, which gives

$$F(t)=H_1(t)\int_0^1e^{-H_1(t)p}\left[1-e^{-H_2(t-tp^{1/\beta_1})}\right]dp . \tag{11}$$

The integrand is bounded. The bracket should be evaluated with a function that returns $e^x-1$ accurately for small $x$, since direct subtraction loses digits in the early tail. The series (7) is an alternative, but its terms alternate in sign and cancel strongly when a hazard is large.

### The slope seen in a measured range

A Weibull plot shows the local slope

$$\beta_{\rm loc}(t)=\frac{d\ln[-\ln(1-F)]}{d\ln t}.$$

In the early region $-\ln(1-F)=F(1+F/2+\dots)$, and $F$ itself is of second order in the hazards. The first-order change of slope therefore comes from $\ln(1-c_1H_1-c_2H_2)\simeq-c_1H_1-c_2H_2$. Since $dH_i/d\ln t=\beta_iH_i$,

$$\beta_{\rm loc}\simeq B-c_1\beta_1H_1-c_2\beta_2H_2 . \tag{12}$$

At ten years this is $2.1-0.0007-0.0362=2.063$; the computed slope is 2.064. At later times the slope falls further:

| Time (years) | Failed fraction | Local slope |
|---:|---:|---:|
| 1 | $8.3\times10^{-7}$ | 2.095 |
| 10 | $1.01\times10^{-4}$ | 2.064 |
| 100 | $9.8\times10^{-3}$ | 1.853 |
| 1000 | 0.316 | 1.339 |

A limiting case explains the trend. Exchange the roles of the stages in the convolution, so that $F(t)$ is the average of $F_1(t-T_2)$ over growth times, with $F_1=0$ for negative argument. If $\eta_2\ll t\ll\eta_1$, typical growth times are negligible beside $t$, and the average tends to $F_1(t)\simeq H_1(t)$. The slope is then $\beta_1$. In the opposite ordering, $\eta_1\ll t\ll\eta_2$, the single-spot model gives $\beta_2$. In the example the scales differ by a factor of only 20, so no clear plateau develops between them.

This matters for extrapolation. At 1000 years $-\ln(1-F)=0.380$. A straight line through this point with its local slope of 1.339 reaches 100 ppm at

$$1000\times\left(\frac{10^{-4}}{0.380}\right)^{1/1.339}\simeq2.1\ \text{years},$$

which is much shorter than the 9.95 years of the model. The same point with the early slope 2.1 gives about 20 years, which is twice too long. The summed slope must be used together with the early scale $\eta_{\rm eff}$, not attached to a point measured at high percentiles.

### What independence contributes

Suppose instead that one random number fixes both times. Let $X$ be exponential with unit mean, and put

$$T_1=\eta_1X^{1/\beta_1},\qquad T_2=\eta_2X^{1/\beta_2}.$$

Each time still has its original Weibull distribution, because $T_i\le t$ means $X\le H_i(t)$, which has probability $1-e^{-H_i(t)}$. As $X\to0$, however, the sum is dominated by the term with the smaller exponent $1/\beta_i$, that is, the larger slope. Since $P(X\le x)\simeq x$, the early slope is $\max(\beta_1,\beta_2)$, here 1.2 instead of 2.1.

The lifetimes show the cost. In this dependent case $T$ increases with $X$, so the quantile of the sum is the sum of the quantiles. At 100 ppm it is $0.928+0.004=0.93$ years, against 9.95 years for independent stages. The separate distributions of $T_1$ and $T_2$ are the same in both cases. Measuring them separately therefore cannot establish the summed slope. That takes the early distribution of the total time $T$ itself, or onset and growth times recorded on the same devices.

A milder dependence arises when all chips share one physical model but differ in effective voltage. Let a common factor $e^{\sigma Z}$ multiply both times, with $Z$ a standard normal variable. At fixed $Z$ the early law is evaluated at $te^{-\sigma Z}$, which multiplies $L$ by $e^{-B\sigma Z}$. Completing the square in the normal average,

$$-B\sigma z-\frac{z^2}{2}=\frac{B^2\sigma^2}{2}-\frac{(z+B\sigma)^2}{2},$$

leaves a normalized Gaussian and the factor

$$\langle e^{-B\sigma Z}\rangle=e^{B^2\sigma^2/2}. \tag{13}$$

The slope remains $B$ in the limit $t\to0$ at fixed $\sigma$, but the prefactor rises. The factor applies if the stage parameters describe a chip at nominal voltage. If each stage was instead fitted separately to the early tail of a population that already contains the spread, its fit includes the factor $e^{\beta_i^2\sigma^2/2}$. Dividing (13) by these two factors leaves $e^{\beta_1\beta_2\sigma^2}$, which accounts for the spread being shared and is all that remains to be applied.

### Several spots and the gate area

A large gate area can develop more than one spot, and the first to appear need not be the first to finish. Model the onsets as a Poisson process: in a short interval $ds$ a new spot appears with probability $h_1(s)\,ds$, independently of earlier spots. The probability of no onset by $t$ is then $e^{-H_1(t)}$, so the first onset has the distribution assumed so far. Let every spot grow independently with distribution $F_2$.

A spot born in $ds$ and complete by $t$ occurs with probability $h_1(s)F_2(t-s)\,ds$. The probability that no interval produces one is the product of $1-h_1F_2\,ds$ over all intervals, which tends to $e^{-M}$. Hence

$$F_{\rm multi}(t)=1-e^{-M(t)},\qquad M(t)=\int_0^t h_1(s)F_2(t-s)\,ds . \tag{14}$$

The factor $e^{-H_1(s)}$ of (1), which stopped the count after the first onset, is gone. The earlier bounds on $F_2$ give $L\,g(H_2)\le M\le L$. Writing $1-e^{-M}=M\,g(M)$ and using $g(M)\ge g(L)$ then gives

$$g(H_2)\,g(L)\le\frac{F_{\rm multi}}{L}\le1 .$$

The early law is unchanged, but its condition is weaker: $H_2$ and $L$ must be small, while $H_1$ may be large. In the example at ten years, competing spots raise the failure fraction by only 0.05% of its value. A chip with many onsets and very slow growth needs (14), because a model that follows only the first spot would miss most of the early failures.

Now multiply the gate area by $k$, keeping voltage, temperature and the growth law of each spot fixed. The onset rate is multiplied by $k$, so $H_1$ and $L$ are too. Setting $kL=q$ gives

$$\frac{t_q(k)}{t_q(1)}\simeq k^{-1/B}. \tag{15}$$

Counting onset as failure would give $k^{-1/\beta_1}$ at fixed $q$. For ten times the area these ratios are 0.334 and 0.147. The full calculation with competing spots gives 0.330 at 100 ppm. It lies slightly below 0.334 because the larger chip is evaluated at a shorter time, where the deficit $\delta$ is smaller and (10) lengthens the lifetime less.

The area also affects what a test structure can show. Reducing the area lengthens $\eta_1$ but leaves $\eta_2$ unchanged. A small structure that fails at high percentiles may therefore do so long after $\eta_2$, where the slope is close to $\beta_1$. The early tail of a large chip, at $t\ll\eta_2$, can have slope $B$ in the same model.

### Sizes of the neglected effects

All factors below refer to the failure fraction at ten years, 101 ppm in the base case, and change one condition at a time. If both scales shrink by a factor $a$, the early law predicts an increase by $a^B$. The computed factors are slightly smaller for hotter or more strongly stressed chips, because $H_2$ is then larger and the deficit grows.

- Temperature: with a rough activation energy of 0.6 eV for both stages, a rise of 10 K shortens the times by a factor of 1.54 and multiplies the failures by 2.4.
- Voltage: if both times vary as $V^{-40}$, a voltage 2% higher shortens them by $1.02^{40}=2.21$ and multiplies the failures by 5.1.
- Chip-to-chip variation: to first order in the voltage change, a shared spread of 1% rms gives $\sigma\simeq40\times0.01=0.4$. Equation (13) predicts a factor of 1.42; the full average over the lognormal time factor at ten years gives 1.40.
- Minimum growth time: if growth takes at least one year in addition to its Weibull time, $F(t)$ becomes $F(t-1\ \text{year})$, and the failures fall to 0.80 of the base value.
- Extrinsic defects: let defects that cause failure within ten years have density $D$ and be Poisson distributed over the gate area $A$. They affect a fraction $1-e^{-DA}$ of chips. This equals the intrinsic fraction at $D=-\ln(1-F)/A$, about $1.0\times10^{-3}$ per cm². Above that density they would outnumber the failures described here.

### Relation to real gate stacks

The example is meant to resemble a logic gate stack about 1 nm thick in equivalent oxide thickness, used near 1 V. Weibull slopes near one and a steep voltage dependence are roughly typical of such thin stacks. The two time scales are less certain: they were chosen to place the result near 100 ppm at ten years, and the growth time depends on voltage and on the leakage current that the circuit tolerates. The lifetime of about ten years is therefore a property of the chosen parameters and not a prediction for a product. Real chips depart from the assumption of fixed, identical stress, since voltage and temperature vary across a chip, between chips and during operation. The cases computed above, uniform shifts of temperature or voltage and a voltage spread between chips, raise the failure fraction by factors from about 1.4 to 5; variation across a chip and during operation was not computed. A strong link between early onset and fast growth would matter more, since the fully dependent case shortens the 100 ppm lifetime about elevenfold, whereas the 2% rise in voltage shortens it by a factor of 2.2. The area rule $k^{-1/B}$ is therefore justified here for stages that are independent at given stress, with a growth time that has no minimum duration and follows its Weibull power law down to the target lifetime of the largest chip, with small $H_2$ at the target lifetime, a failure criterion that applies to each spot separately and does not change with area, and an extrinsic defect density $D$ for which $DA$ is well below the target fraction at the largest gate area $A$ considered. For 100 ppm and ten times the area of the example, 1 cm², this means $D$ well below $10^{-4}$ per cm². The form of the growth distribution matters as well. A minimum growth time of one year adds one year to both lifetimes, so the ratio for ten times the area becomes $(3.28+1)/(9.95+1)=0.39$ instead of 0.33. A lognormal growth time has no power-law early tail, so the early slope is not a fixed $B$; with the same median and the same ten-year probability as the example, the ratio is about 0.40. If a circuit instead fails through the summed leakage of several spots, the rule has to be derived again.

## Numbers as computed

```
onset slope b1 = 1.2, scale = 2000 years
growth slope b2 = 0.9, scale = 100 years
total gate area = 0.1 cm2, temperature = 398 K
sum of slopes = 2.1
Gamma(b1+1) = 1.10180
Gamma(b2+1) = 0.96177
Gamma(b1+b2+1) = 2.19762
prefactor C = 0.48219
evaluation time = 10 years
H1 at this time = 1.7329e-03
H2 at this time = 0.12589
onset fraction = 1731.4 ppm
failure fraction, early law = 105.19 ppm
failure fraction, full integral = 101.03 ppm
lower bound on failure fraction = 98.67 ppm
correction coefficients c1, c2 = 0.3357, 0.3192
first-order deficit c1*H1+c2*H2 = 4.077 %
actual deficit 1-F/L = 3.956 %
early-tail scale eta_eff = 784.0 years
true 63.2% life = 2109 years
target failure fraction = 100 ppm
target lifetime, early law = 9.762 years
target lifetime, full integral = 9.950 years
target lifetime, onset only = 0.928 years
same quantile of growth alone = 0.00359 years
lifetime gain over onset only = 10.72
at 0.1 years: F = 6.633e-09, local slope = 2.099
at 1 years: F = 8.313e-07, local slope = 2.095
at 10 years: F = 1.010e-04, local slope = 2.064
at 100 years: F = 9.767e-03, local slope = 1.853
at 1000 years: F = 3.162e-01, local slope = 1.339
slope if one random number sets both times = 1.200
area multiplier = 10
lifetime ratio, early law = 0.3340
lifetime ratio, full multi-spot = 0.3301
lifetime ratio, onset only = 0.1468
neglected effects at the evaluation time:
competing spots: F rises by 0.0537 %
activation energy, both stages = 0.6 eV
10 K hotter: times shrink by 1.535, F grows by factor 2.415
voltage exponent, both stages = 40
2 % higher voltage: times shrink by 2.208, F grows by factor 5.063
shared voltage spread = 1 % rms, log-time spread = 0.40
shared spread: F factor = 1.398, early formula = 1.423
minimum growth time 1 year: F factor = 0.804
extrinsic density equal to intrinsic failures = 1.010e-03 per cm2
```
